# Oxide capacitance of a gate-all-around silicon nanowire: test program

```python
"""Oxide capacitance per length of a cylindrical gate-all-around wire.

Result under test: C = 2 pi eps0 eps_ox / ln(1 + t/R).
R: silicon radius, t: oxide thickness, eps_ox: relative permittivity.
The classical value is checked by a two-dimensional line-charge solution.
A Schroedinger-Poisson model then sizes the neglected quantum effects.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros

radius, thickness = 3.0, 1.0
eps_ox, eps_si = 3.9, 11.7
oxide_voltage, temperature = 0.5, 300.0
mass_t, mass_l = 0.19, 0.92            # rough silicon masses / electron mass
barrier, tunnel_mass = 3.1, 0.4        # rough Si/SiO2 values
breakdown_field = 10.0                 # rough value, MV/cm
q = const.e
thermal = const.k * temperature / q
kinetic = const.hbar**2 / (2 * const.m_e * q) * 1e18   # eV nm^2
eps_oxide = const.epsilon_0 * eps_ox


def coaxial_capacitance(r, t):
    """Capacitance per length in F/m."""
    return 2 * np.pi * eps_oxide / np.log(1 + t / r)


# ---- Classical problem from superposed line charges ----
def line_charge_solution(offset):
    """Wire at 1 V, gate at 0 V; return capacitance and potential."""
    gate_radius = radius + thickness
    source_angle = 2 * np.pi * np.arange(60) / 60
    match_angle = 2 * np.pi * (np.arange(120) + 0.3) / 120
    inner = offset + 2.0 * np.exp(1j * source_angle)
    outer = 6.0 * np.exp(1j * source_angle)
    sources = np.concatenate([inner, outer])
    points = np.concatenate([offset + radius * np.exp(1j * match_angle),
                             gate_radius * np.exp(1j * match_angle)])
    target = np.concatenate([np.ones(120), np.zeros(120)])
    matrix = -np.log(np.abs(points[:, None] - sources[None, :]))
    strength = np.linalg.lstsq(matrix, target, rcond=None)[0]
    assert np.max(np.abs(matrix @ strength - target)) < 1e-7

    def potential(z):
        return -np.sum(strength * np.log(np.abs(z - sources)))

    return 2 * np.pi * eps_oxide * np.sum(strength[:60]), potential


cap = coaxial_capacitance(radius, thickness)
cap_numeric, potential = line_charge_solution(0.0)
assert abs(cap_numeric / cap - 1) < 1e-6
log_ratio = np.log(1 + thickness / radius)
r_mid = radius + thickness / 2
direction = np.exp(0.7j)
mid_formula = np.log((radius + thickness) / r_mid) / log_ratio
mid_numeric = potential(r_mid * direction)
assert abs(mid_numeric - mid_formula) < 1e-6
delta = 1e-3
field_numeric = (potential((radius - delta) * direction)
                 - potential((radius + delta) * direction)) / (2 * delta)
assert abs(field_numeric * radius * log_ratio - 1) < 1e-5

plate_inner = 2 * np.pi * eps_oxide * radius / thickness
plate_mid = 2 * np.pi * eps_oxide * r_mid / thickness
plate_outer = 2 * np.pi * eps_oxide * (radius + thickness) / thickness
assert plate_inner < cap_numeric < plate_outer
x = thickness / (2 * radius + thickness)
assert abs(plate_mid / cap_numeric - 1 - x**2 / 3) < 2e-4

offset = 0.2
cap_offset, _ = line_charge_solution(offset)
gate_radius = radius + thickness
argument = ((radius**2 + gate_radius**2 - offset**2)
            / (2 * radius * gate_radius))
cap_eccentric = 2 * np.pi * eps_oxide / np.arccosh(argument)
assert abs(cap_offset / cap_eccentric - 1) < 1e-6
assert cap_offset > cap_numeric

line_charge = cap * oxide_voltage                     # C/m
density = line_charge / q * 1e-9                      # electrons/nm
field_inner = oxide_voltage / (radius * log_ratio) * 10   # MV/cm
field_outer = oxide_voltage / (gate_radius * log_ratio) * 10

# ---- Quantum wire: energies measured from the surface band edge ----
x_grid = np.linspace(0, 9, 201)


def fermi_integral(eta):
    """Integral of 1/(1+exp(x^2-eta)) from zero to infinity."""
    eta = np.asarray(eta)
    return trapezoid(expit(eta[..., None] - x_grid**2), x_grid, axis=-1)


assert abs(fermi_integral(-8.0) / (np.sqrt(np.pi) / 2 * np.exp(-8)) - 1) < 1e-3
assert abs(fermi_integral(30.0)
           / (np.sqrt(30) * (1 - np.pi**2 / (24 * 30**2))) - 1) < 1e-3


def radial_levels(r, h, mass, angular, energy_potential):
    """Three lowest hard-wall levels and their cell probabilities."""
    scale = kinetic / mass
    diagonal = scale * (2 / h**2 + angular**2 / r**2)
    diagonal[-1] = scale * ((radius - h + 2 * radius) / (r[-1] * h**2)
                            + angular**2 / r[-1]**2)
    edge = r[:-1] + h / 2
    coupling = -scale * edge / (h**2 * np.sqrt(r[:-1] * r[1:]))
    levels, vectors = eigh_tridiagonal(diagonal + energy_potential, coupling,
                                       select='i', select_range=(0, 2))
    return levels, vectors**2


mass_average = 2 / (1 / mass_t + 1 / mass_l)


def solve_wire(line_density, cells=60, mass_four=mass_average):
    """Self-consistent Fermi level for a given line density."""
    h = radius / cells
    r = (np.arange(cells) + 0.5) * h
    kernel = np.log(radius / np.maximum(r[:, None], r[None, :]))
    strength = q * line_density * 1e9 / (2 * np.pi * const.epsilon_0 * eps_si)
    energy_potential = np.zeros(cells)
    # valley count, cross-section mass, mass along the wire
    valleys = [(4, mass_four, mass_t), (2, mass_t, mass_l)]
    for _ in range(500):
        levels, shapes, weights = [], [], []
        for count, mass_cross, mass_axis in valleys:
            for angular in range(6):
                e, p = radial_levels(r, h, mass_cross, angular,
                                     energy_potential)
                degeneracy = 2 * count * (1 if angular == 0 else 2)
                weight = (degeneracy / np.pi
                          * np.sqrt(mass_axis * thermal / kinetic))
                levels.extend(e)
                shapes.extend(p.T)
                weights.extend([weight] * len(e))
        levels, shapes = np.array(levels), np.array(shapes)
        weights = np.array(weights)

        def occupation(mu):
            return weights * fermi_integral((mu - levels) / thermal)

        mu = brentq(lambda m: np.sum(occupation(m)) - line_density,
                    levels.min() - 1, levels.min() + 1, xtol=1e-11)
        probability = occupation(mu) @ shapes / line_density
        new_potential = strength * (kernel @ probability)
        change = np.max(np.abs(new_potential - energy_potential))
        if change < 1e-7:
            break
        energy_potential += 0.2 * (new_potential - energy_potential)
    assert change < 1e-7
    # Gauss's law must give the slope of the superposed potential.
    i = cells // 2
    slope = (new_potential[i] - new_potential[i + 1]) / h
    gauss = strength * np.sum(probability[:i + 1]) / (r[i] + h / 2)
    assert abs(slope / gauss - 1) < 2e-3
    mean_radius = np.sum(probability * r)
    return mu, mean_radius, new_potential[0]


def gate_capacitance(mass_four=mass_average):
    """Differential capacitance in F/m at the chosen line density."""
    low, high = 0.98 * density, 1.02 * density
    mu_low = solve_wire(low, mass_four=mass_four)[0]
    mu_high = solve_wire(high, mass_four=mass_four)[0]
    charge_step = q * (high - low) * 1e9
    voltage_step = charge_step / cap + mu_high - mu_low
    return charge_step / voltage_step


test_h = radius / 60
test_r = (np.arange(60) + 0.5) * test_h
for angular in (0, 1, 2):
    numeric = radial_levels(test_r, test_h, mass_average, angular,
                            np.zeros(60))[0][0]
    bessel = kinetic * (jn_zeros(angular, 1)[0] / radius)**2 / mass_average
    assert abs(numeric / bessel - 1) < 0.01

mu, mean_radius, centre_energy = solve_wire(density)
mu_fine = solve_wire(density, cells=120)[0]
assert abs(mu - mu_fine) < 0.003
cap_gate = gate_capacitance()
cap_light = gate_capacitance(mass_t)
cap_heavy = gate_capacitance(mass_l)
assert max(cap_gate, cap_light, cap_heavy) < cap
cap_semiconductor = 1 / (1 / cap_gate - 1 / cap)

# ---- Order of magnitude of direct tunnelling through the oxide ----
ground = kinetic * (jn_zeros(0, 1)[0] / radius)**2 / mass_average


def decay(r):
    height = barrier - mu - oxide_voltage * np.log(r / radius) / log_ratio
    return np.sqrt(tunnel_mass * height / kinetic)


transmission = np.exp(-2 * quad(decay, radius, gate_radius)[0])
speed = np.sqrt(2 * ground * q / (mass_average * const.m_e))
attempt_rate = speed / (2 * radius * 1e-9)
surface_charge = line_charge / (2 * np.pi * radius * 1e-9)
leakage = surface_charge * attempt_rate * transmission * 1e-4

fF = 1e9   # F/m to fF/um
print(f"Silicon radius: {radius:.1f} nm")
print(f"Oxide thickness: {thickness:.1f} nm")
print(f"Oxide relative permittivity: {eps_ox:.1f}")
print(f"Vacuum permittivity: {const.epsilon_0:.4e} F/m")
print(f"ln(1+t/R): {log_ratio:.5f}")
print(f"2 pi eps0 eps_ox: {2*np.pi*eps_oxide:.4e} F/m")
print(f"Oxide capacitance: {cap:.4e} F/m")
print(f"Oxide capacitance: {cap*fF:.4f} fF/um")
print(f"Line-charge numerical capacitance: {cap_numeric*fF:.4f} fF/um")
print(f"Potential at mid-oxide, wire 1 V: {mid_numeric:.4f} V")
area_cap = cap / (2 * np.pi * radius * 1e-9) * 100
print(f"Capacitance per silicon surface: {area_cap:.3f} uF/cm2")
print(f"Flat plate, inner circumference: {plate_inner*fF:.4f} fF/um")
print(f"Flat plate, mean circumference: {plate_mid*fF:.4f} fF/um")
print(f"Flat plate, outer circumference: {plate_outer*fF:.4f} fF/um")
print(f"Inner-plate error: {100*(plate_inner/cap-1):.2f} %")
print(f"Mean-plate error: {100*(plate_mid/cap-1):.2f} %")
print(f"Outer-plate error: {100*(plate_outer/cap-1):.2f} %")
print(f"Series estimate of mean-plate error: {100*x**2/3:.2f} %")
for t in (0.9, 1.1):
    print(f"Capacitance at t={t:.1f} nm: "
          f"{coaxial_capacitance(radius, t)*fF:.4f} fF/um")
print(f"Wire offset: {offset:.1f} nm")
print(f"Off-centre capacitance: {cap_offset*fF:.4f} fF/um")
print(f"Off-centre change: {100*(cap_offset/cap-1):.2f} %")
print(f"Voltage across oxide: {oxide_voltage:.2f} V")
print(f"Line charge: {line_charge*fF:.4f} fC/um")
print(f"Electron line density: {density*1000:.0f} per um")
print(f"Oxide field at wire: {field_inner:.2f} MV/cm")
print(f"Oxide field at gate: {field_outer:.2f} MV/cm")
print(f"Rough breakdown field: {breakdown_field:.0f} MV/cm")
print(f"Peak field / rough breakdown: {field_inner/breakdown_field:.2f}")
print(f"Temperature: {temperature:.0f} K; kT: {thermal*1000:.2f} meV")
print(f"Silicon relative permittivity: {eps_si:.1f}")
print(f"Silicon masses mt, ml: {mass_t:.2f}, {mass_l:.2f} m0")
print(f"Average cross-section mass: {mass_average:.3f} m0")
print(f"Lowest uncharged level: {ground*1000:.1f} meV")
print(f"Fermi level above surface edge: {mu:.3f} eV")
print(f"Central band edge above surface: {centre_energy:.3f} eV")
print(f"Mean electron radius: {mean_radius:.2f} nm")
print(f"Semiconductor capacitance: {cap_semiconductor*fF:.3f} fF/um")
print(f"Estimated gate capacitance: {cap_gate*fF:.3f} fF/um")
print(f"Gate / oxide capacitance: {cap_gate/cap:.3f}")
print(f"Gate capacitance, light mass: {cap_light*fF:.3f} fF/um")
print(f"Gate capacitance, heavy mass: {cap_heavy*fF:.3f} fF/um")
print(f"Rough oxide barrier: {barrier:.1f} eV")
print(f"Rough tunnelling mass: {tunnel_mass:.1f} m0")
print(f"WKB transmission: {transmission:.1e} (no unit)")
print(f"Attempt rate: {attempt_rate:.1e} 1/s")
print(f"Rough tunnelling current: {leakage:.0e} A/cm2")
print("PASS")
```

Running it gives:

```
Silicon radius: 3.0 nm
Oxide thickness: 1.0 nm
Oxide relative permittivity: 3.9
Vacuum permittivity: 8.8542e-12 F/m
ln(1+t/R): 0.28768
2 pi eps0 eps_ox: 2.1697e-10 F/m
Oxide capacitance: 7.5419e-10 F/m
Oxide capacitance: 0.7542 fF/um
Line-charge numerical capacitance: 0.7542 fF/um
Potential at mid-oxide, wire 1 V: 0.4642 V
Capacitance per silicon surface: 4.001 uF/cm2
Flat plate, inner circumference: 0.6509 fF/um
Flat plate, mean circumference: 0.7594 fF/um
Flat plate, outer circumference: 0.8679 fF/um
Inner-plate error: -13.70 %
Mean-plate error: 0.69 %
Outer-plate error: 15.07 %
Series estimate of mean-plate error: 0.68 %
Capacitance at t=0.9 nm: 0.8270 fF/um
Capacitance at t=1.1 nm: 0.6946 fF/um
Wire offset: 0.2 nm
Off-centre capacitance: 0.7696 fF/um
Off-centre change: 2.05 %
Voltage across oxide: 0.50 V
Line charge: 0.3771 fC/um
Electron line density: 2354 per um
Oxide field at wire: 5.79 MV/cm
Oxide field at gate: 4.35 MV/cm
Rough breakdown field: 10 MV/cm
Peak field / rough breakdown: 0.58
Temperature: 300 K; kT: 25.85 meV
Silicon relative permittivity: 11.7
Silicon masses mt, ml: 0.19, 0.92 m0
Average cross-section mass: 0.315 m0
Lowest uncharged level: 77.7 meV
Fermi level above surface edge: 0.429 eV
Central band edge above surface: 0.410 eV
Mean electron radius: 1.62 nm
Semiconductor capacitance: 1.343 fF/um
Estimated gate capacitance: 0.483 fF/um
Gate / oxide capacitance: 0.640
Gate capacitance, light mass: 0.447 fF/um
Gate capacitance, heavy mass: 0.540 fF/um
Rough oxide barrier: 3.1 eV
Rough tunnelling mass: 0.4 m0
WKB transmission: 4.3e-05 (no unit)
Attempt rate: 4.9e+13 1/s
Rough tunnelling current: 4e+03 A/cm2
PASS
```
